# Population-Control Bias from Trial-Energy Feedback in Diffusion Monte Carlo, part 2

In diffusion Monte Carlo the trial energy $E_T$ multiplies the weight of every walker by the same factor. Adjusting $E_T$ can still bias the energy, if its fluctuations are correlated with those of the local energy. We use atomic units, with energies in hartree and $\hbar=1$, and continuous imaginary time.

The Hamiltonian $H$ has a positive ground state $\Phi_0$ of energy $E_0$. The positive guiding function $\Psi_T$ defines the local energy $E_L=(H\Psi_T)/\Psi_T$, whose average over the mixed distribution, proportional to $\Psi_T\Phi_0$, is $E_0$.

A fixed number $N_w$ of walkers, with local energies $E_i$ and population average $\bar E$, share a total weight $W$ equally. They hop at rates $k(x\to y)=-H_{xy}\Psi_T(y)/\Psi_T(x)$. A walker with $E_i>\bar E$ is deleted at the rate $E_i-\bar E$ and replaced by a copy of one below $\bar E$. The weight follows

$$\frac{d\ln W}{dt}=E_T-\bar E .$$

The generator $G$ of the population process satisfies $(G-\bar E)\,\bar\varphi=-E_0\,\bar\varphi$, where $\bar\varphi$ is the population average of $\varphi=\Phi_0/\Psi_T>0$.

Angle brackets are averages over histories. The stationary autocovariance of $\bar E$ is $C(s)=\mathrm{Cov}[\bar E(t-s),\bar E(t)]$, with $\sigma_p^2=N_w\,C(0)$ and $t_c=\int_0^\infty C\,ds/C(0)$. The variance $c_2$ of $\int_0^T\bar E\,dt$ tends to $2T\int_0^\infty C(s)\,ds$ for long $T$.

Strong feedback, $E_T=\bar E$, keeps $W$ constant and reports $\langle\bar E\rangle\ge E_0$. For $N_w=1$ this is the variational energy of $\Psi_T$. In general,

$$\langle\bar E\rangle-E_0=\int_0^\infty C(s)\,ds+O(N_w^{-2}), \tag{4}$$

or, to leading order,

$$\langle\bar E\rangle-E_0=\frac{\sigma_p^2\,t_c}{N_w}. \tag{5}$$

Gentler feedback sets $E_T=E_r-\kappa\ln(W/W_0)$, with constants $E_r$, $W_0$ and $\kappa>0$; $C(s)$ does not depend on $\kappa$. With $\delta\bar E=\bar E-\langle\bar E\rangle$, the deviation of $\ln W$ from its mean is

$$\eta(t)=-\int_0^\infty e^{-\kappa s}\,\delta\bar E(t-s)\,ds .$$

The mixed energy $E_{\rm mix}=\langle W\bar E\rangle/\langle W\rangle$ then has, to leading order in $1/N_w$ at fixed $\kappa$, the bias

$$E_{\rm mix}-E_0=\int_0^\infty\big(1-e^{-\kappa s}\big)C(s)\,ds. \tag{6}$$

**Q.** The original claim was that $E_T$ correlates with the local energy. I see no such correlation in (6).

**A.** It is there in another form. The deviation of $E_T$ from its mean is $-\kappa\eta$, so

$$\mathrm{Cov}[E_T(t-s),\bar E(t)]=\kappa\int_0^\infty e^{-\kappa u}C(s+u)\,du .$$

Integrate over $s$ and use $v=s+u$. For given $v$, the variable $u$ runs from 0 to $v$:

$$\int_0^\infty\mathrm{Cov}[E_T(t-s),\bar E(t)]\,ds=\int_0^\infty C(v)\Big[\int_0^v\kappa e^{-\kappa u}\,du\Big]dv=\int_0^\infty(1-e^{-\kappa v})C(v)\,dv .$$

This is the right side of (6). To leading order the bias is the time integral of the covariance between past trial energies and the present local energy.

**Q.** That could be an accident of algebra. Why should this covariance be the bias?

**A.** Remove the factors that $E_T$ put into the weight during a past window of length $T$. From the weight equation,

$$W(t)\,e^{-\int_{t-T}^tE_T\,dt'}=W(t-T)\,e^{-\int_{t-T}^t\bar E\,dt'} .$$

Let $A(T)$ be the average of the right side. Its derivative with respect to the window length brings down $-\bar E$ at the latest time, so the energy computed with these corrected weights is $-A'(T)/A(T)$. The population has finitely many states, so $A(T)$ is governed by the matrix $G-\bar E$. Its eigenvalue $-E_0$ has a positive eigenvector and, by the Perron–Frobenius theorem, lies above the real parts of all others. Hence $-A'/A\to E_0$ for long windows.

Now expand the correcting factor to first order in the fluctuations of $E_T$. The corrected energy is

$$E_{\rm mix}-\int_0^T\mathrm{Cov}[E_T(t-s),\bar E(t)]\,ds .$$

Let $T$ grow and set the result equal to $E_0$: the bias is the integrated covariance. Weighting the covariance with $W$ or leaving it unweighted makes a difference of order $N_w^{-2}$.

**Q.** Is the bias then upward for any $\kappa$?

**A.** If $C(s)\ge0$ at all $s$, the integrand in (6) is non-negative and the leading bias is upward. If $C(s)$ changes sign, (6) does not fix the direction at finite $\kappa$. For small $\kappa$ the leading bias is $\kappa\int_0^\infty sC(s)\,ds$, and a negative tail of $C$ can make this negative even though $\int_0^\infty C\,ds\ge0$. The inequality from the first half covers strong feedback.

A single exponential, $C(s)=C(0)e^{-s/t_c}$, makes the dependence explicit:

$$E_{\rm mix}-E_0=\frac{\sigma_p^2}{N_w}\Big[t_c-\frac{1}{\kappa+1/t_c}\Big]=\frac{\sigma_p^2t_c}{N_w}\,\frac{\kappa t_c}{1+\kappa t_c}. \tag{7}$$

For $\kappa t_c\gg1$ the trial energy follows $\bar E$ and we recover the strong-feedback bias. For $\kappa t_c\ll1$ the bias is proportional to $\kappa$.

**Q.** Then I choose $\kappa$ as small as I like, and the problem is gone.

**A.** The price is a fluctuating weight. Square the expression for $\eta$, and count the two time orders together:

$$\langle\eta^2\rangle=2\int_0^\infty du\,C(u)e^{-\kappa u}\int_0^\infty ds\,e^{-2\kappa s}=\frac1\kappa\int_0^\infty e^{-\kappa u}C(u)\,du .$$

As $\kappa\to0$ at fixed $N_w$ this grows as $\sigma_p^2t_c/(N_w\kappa)$. Equation (6) itself survives, because its corrections are joint cumulants of $\eta$ with $\delta\bar E(t)$, which receive contributions only from times within the memory of $\bar E$ and stay bounded as $\kappa\to0$. What suffers is the sampling: for Gaussian $\eta$ the averages are $\langle e^{\eta}\rangle=e^{\langle\eta^2\rangle/2}$ and $\langle e^{2\eta}\rangle=e^{2\langle\eta^2\rangle}$, so the effective fraction of samples, $\langle W\rangle^2/\langle W^2\rangle$, is $e^{-\langle\eta^2\rangle}$. The weighted average grows noisier as $\langle\eta^2\rangle$ approaches one, and once $\langle\eta^2\rangle$ is well above one a few stretches of the run dominate it.

**Q.** I would like a case in which every quantity can be computed.

**A.** Take one particle on two sites with energies 0.3 and 0 hartree, hopping amplitude 0.5 hartree, and $\Psi_T=1$ on both sites. These are model parameters. Both hop rates are 0.5. The local energies are $0.3-0.5=-0.2$ and $0-0.5=-0.5$ hartree, which differ by $\delta=0.3$ hartree. The eigenvalues are

$$0.15\mp\sqrt{0.15^2+0.5^2}=0.15\mp0.522015 ,$$

so $E_0=-0.372015$ hartree, and the gap is 1.04403 hartree.

Let $x$ be the fraction of walkers on the upper site, so that $\bar E=-0.5+\delta x$ in hartree. Write $k_{21}$ for the hop rate into the upper site and $k_{12}$ for the rate out of it. An upper walker is deleted at the rate $\delta-\delta x=\delta(1-x)$ and replaced by a lower one. The mean drift of $x$ is

$$a(x)=k_{21}(1-x)-k_{12}x-\delta x(1-x).$$

It vanishes at the mixed fraction $x_0$. There the average energy is $E_0$, so $x_0=(-0.372015+0.5)/0.3=0.42662$.

**Q.** What are the variance and the correlation time?

**A.** Linearize with $x=x_0+\xi$. The restoring rate is

$$\lambda=-a'(x_0)=k_{21}+k_{12}+\delta(1-2x_0)=1+0.3\times0.14677=1.04403 .$$

This is the gap, for the following reason. Write $e_1,e_2$ for the upper and lower local energies. The diagonal elements of $H$ are $e_1+k_{12}$ and $e_2+k_{21}$, and their sum is $E_0+E_1$. Subtracting $2E_0=2e_2+2\delta x_0$ gives $E_1-E_0=\delta+k_{12}+k_{21}-2\delta x_0=\lambda$.

Each event moves $x$ by $\pm1/N_w$. At $x_0$ the upward and downward event rates are equal, so the noise variance per unit time is $2k_{21}(1-x_0)/N_w$. In the stationary state it balances the damping:

$$0=-2\lambda\langle\xi^2\rangle+\frac{2k_{21}(1-x_0)}{N_w},\qquad \langle\xi^2\rangle=\frac{k_{21}(1-x_0)}{\lambda N_w}.$$

Correlations decay as $e^{-\lambda s}$. With $\delta\bar E=\delta\,\xi$ this gives

$$t_c=\frac1\lambda=0.9578,\qquad \sigma_p^2=\frac{\delta^2k_{21}(1-x_0)}{\lambda}=\frac{0.09\times0.5\times0.57338}{1.04403}=0.024714 ,$$

in atomic units of time and in hartree². The product is $\sigma_p^2t_c=0.02367$ hartree. For $N_w=100$ the predicted strong-feedback bias is 0.2367 millihartree, or 6.44 meV.

**Q.** I would have used the variance of $E_L$ over the mixed distribution. Does it matter?

**A.** That variance is $\sigma^2=\delta^2x_0(1-x_0)=0.022015$ hartree², and it would give $\sigma^2t_c=0.02109$ hartree, 11% below the correct coefficient. The ratio of the variances is $\sigma_p^2/\sigma^2=k_{21}/(\lambda x_0)$. To simplify it, use $a(x_0)=0$ in the form $k_{12}x_0=k_{21}(1-x_0)-\delta x_0(1-x_0)$:

$$\lambda x_0=k_{21}x_0+k_{12}x_0+\delta x_0(1-2x_0)=k_{21}-\delta x_0^2 .$$

Hence

$$\frac{\sigma_p^2}{\sigma^2}=\frac{k_{21}}{k_{21}-\delta x_0^2}=\frac{0.5}{0.5-0.0546}=1.123 .$$

The excess comes from the coupling of the walkers through $\bar E$. If the deletion rate were frozen at $\delta(1-x_0)$, each walker would move independently as long as a lower walker exists. The restoring rate would be $k_{21}+k_{12}+\delta(1-x_0)=k_{21}/x_0$, by $a(x_0)=0$, and $\sigma_p^2$ would equal $\sigma^2$. The actual rate $\delta(1-x)$ falls when $x$ rises, which lowers the restoring rate by $\delta x_0$, to $\lambda$, while the noise stays the same. The variance grows by the ratio of the two rates, $k_{21}/(\lambda x_0)$, so $\bar E$ fluctuates as if there were fewer independent walkers than $N_w$. In this model the excess vanishes as $\delta/k_{21}\to0$. With the upper site at 0.03 hartree and 200 walkers, the computed ratio is 1.015. The single-walker variance is thus a weak-branching approximation.

**Q.** Do finite populations follow the formula?

**A.** The number of walkers on the upper site is a Markov chain with $N_w+1$ states, so its stationary average follows from linear algebra without sampling noise. For strong feedback:

| $N_w$ | exact bias (millihartree) | $\sigma_p^2t_c/N_w$ (millihartree) |
|---:|---:|---:|
| 1 | 22.015 | 23.672 |
| 10 | 2.3624 | 2.3672 |
| 100 | 0.23669 | 0.23672 |
| 400 | 0.05918 | 0.05918 |

At $N_w=1$ the exact value is the variational bias, $-0.350000+0.372015=0.022015$ hartree. The formula exceeds it by 7.5%, although it was derived for large $N_w$. At $N_w=10$ the excess is 0.2% of the exact bias.

**Q.** The number 0.022015 has now appeared twice, as a variance and as an energy. Is that a law?

**A.** No, it comes from the parameters. With equal hop rates $k$ and $\Psi_T=1$, the variational bias is $\delta(\tfrac12-x_0)$. The condition $a(x_0)=0$ reads $k(1-2x_0)=\delta x_0(1-x_0)$, so $\sigma^2=\delta k(1-2x_0)=2k\,\delta(\tfrac12-x_0)$. The two numbers agree because $2k=1$ hartree here.

**Q.** And finite feedback?

**A.** Take $N_w=100$ and $\kappa=1$ hartree. Then $\kappa t_c/(1+\kappa t_c)=0.9578/1.9578=0.4892$, and (7) gives $236.7\times0.4892=115.8$ microhartree. The exact weighted average gives 115.8 as well, and the integrated covariance of $E_T$ with $\bar E$ gives 116.0. For $\kappa=0.1$ hartree the exact bias is 20.7 microhartree, and for $\kappa=10$ hartree it is 214.3. The equal-time covariance is positive in all three cases. The program also tests (4) and (6) on a three-site model, where $C(s)$ need not be a single exponential. For strong feedback the exact bias differs from the integral in (4) by 0.7% of the integral with 20 walkers and by 0.35% of the integral with 40 walkers.

**Q.** Suppose my run used strong feedback. Can I repair it?

**A.** There are three ways, all resting on the results above.

First, reweight. With $W$ constant, multiply each sample by $e^{-\int_{t-T}^t\bar E\,dt'}$. To first order this subtracts $\int_0^TC\,ds$ from $\langle\bar E\rangle$, which leaves a bias $\int_T^\infty C\,ds$. In the two-site model that is $(\sigma_p^2t_c/N_w)e^{-\lambda T}$. For 100 walkers and $T=4$ atomic units the exact remaining bias is 3.64 microhartree, down from 236.7. The exponent has a variance close to $2T\sigma_p^2t_c/N_w$ for $T\gg t_c$, so very long windows become noisy.

Second, extrapolate. If the bias is $B/N_w$, the combination $2E(2N_w)-E(N_w)$ removes it. The exact values for 100 and 200 walkers leave $2\times0.118352-0.236688=0.000016$ millihartree.

Third, use the error bar. A run of length $T_{\rm run}\gg t_c$ has a time-averaged energy with variance

$$s^2=\frac{c_2}{T_{\rm run}^2}=\frac{2}{T_{\rm run}}\int_0^\infty C(s')\,ds',\qquad\text{so}\qquad \text{bias}=\tfrac12T_{\rm run}\,s^2$$

to leading order. The bias can be estimated from the statistical error, provided that error includes the time correlations. Running longer reduces $s$ and leaves the bias unchanged.

**Q.** My code lets the number of walkers fluctuate. Does your coefficient apply?

**A.** Not without further work. With ordinary branching, the birth or death of walker $i$ changes $\ln N$ by about $\pm1/N$, where $N$ is the current number of walkers, and $\bar E$ by about $\pm(E_i-\bar E)/N$. The signs are the same for both changes, so their product survives. Summed over events with rates $|E_i-E_T|$, it gives a noise covariance per unit time of

$$\frac1{N^2}\sum_i|E_i-E_T|\,(E_i-\bar E),$$

which is of order $1/N$ and in general not zero. It enters at the same order as the bias and can change the coefficient. Equations (5) to (7) are derived for a fixed number of walkers whose replacements conserve the total weight.

## Table of computed values

```
site energies: 0.30, 0.00 hartree
hopping amplitude: 0.50 hartree
local energies: -0.200, -0.500 hartree
local-energy difference delta: 0.300 hartree
hop rate into upper site: 0.500 per a.u. time
exact E0: -0.372015 hartree; gap: 1.044031 hartree
variational energy: -0.350000 hartree
mixed fraction on upper site x0: 0.426616
correlation time t_c: 0.95783 a.u. time
single-walker variance: 0.022015 hartree^2
N*Var(Ebar), large N: 0.024714 hartree^2
variance ratio (family correlations): 1.12259
same ratio, upper site at 0.03 hartree, N=200: 1.01470
bias coefficient N*bias: 0.023672 hartree
coefficient with single-walker variance: 0.021087 hartree
strong feedback: N, exact bias, formula (millihartree)
     1 22.015325 23.671834
    10 2.362367 2.367183
    25 0.946288 0.946873
   100 0.236688 0.236718
   200 0.118352 0.118359
   400 0.059178 0.059180
exact strong-feedback bias, N=100: 6.4406 meV
remainder ratio N=200 to N=400: 3.9907
finite feedback, N=100: kappa (hartree), exact bias, formula,
  integral of Cov(E_T,Ebar) (all three in microhartree)
    0.1 20.6736 20.6916 20.7356
    1.0 115.7842 115.8096 115.9907
   10.0 214.3163 214.3405 214.5567
equal-time Cov(E_T,Ebar), N=100: kappa (hartree), hartree^2
    0.1 2.16193e-05
    1.0 1.20938e-04
   10.0 2.23721e-04
window, N=100: T (a.u. time), exact bias, formula (microhartree)
   1.0 83.3341 83.3326
   2.0 29.3379 29.3358
   4.0 3.6358 3.6355
three states, N=20, strong feedback: exact 0.91798, integral 0.92444 millihartree
three states, N=20, kappa=0.5 hartree: exact 0.27154, formula 0.27584 millihartree
three states, relative error N=20, 40: 0.00699, 0.00353
```
